# Where a spalling crack settles beneath a tensile film, part 1

(Sections cited here and not found follow in the second part.)

A film of thickness \(h\) is bonded to a deep substrate with the same elastic constants. Bonded and unstretched, it carries a uniform tensile stress \(\sigma\). A long crack runs through the substrate, parallel to the surface, at a depth \(\lambda h\) below the interface. It lifts off a layer made of the film and a slice of substrate. The problem is to find the depth at which the crack tip carries no shear, so that the crack can run straight on.

Both materials are isotropic and linearly elastic, with Poisson ratio \(\nu\) and Young's modulus \(E\). The crack front is long and straight, so the deformation caused by cracking is plane strain, with modulus \(E'=E/(1-\nu^2)\). The crack occupies \(y=0\), \(x<0\), and grows towards \(+x\). The free surface is \(y=H\), where \(H=(1+\lambda)h\) is the thickness of the lifted layer. The crack is much longer than \(H\).

## First half: the loads and the elastic kernel

### (a) Replace the film stress by loads on the lifted layer, and find the energy released by steady growth.

**Solution.** Split the actual state into two.

In the first state the film keeps its stress \(\sigma_{xx}=\sigma\) everywhere, even in the lifted part, because a traction \(\sigma\) pulls on its free end far to the left. The substrate is unstressed. No traction acts on \(y=0\), so the crack has no effect and its tip has no stress singularity.

The second state has no built-in stress. Its end load cancels the traction of the first state, so it pushes the film's end towards \(+x\). The sum of the two states has a free end, as it should. All the singular stress at the tip therefore comes from the second state.

The push per unit length of crack front is
\[
P=\sigma h ,
\]
and it acts at the film's mid-height, \(y_c=H-h/2\). The midplane of the lifted layer is at \(H/2\), so the push has the lever arm
\[
y_c-\frac H2=\frac{H-h}{2}=\frac{\lambda h}{2},
\qquad M=\frac{P\lambda h}{2}.
\]
The moment \(M\) compresses the top of the layer more than its bottom. The layer curls upwards and the crack opens. Several thicknesses away from the end, only the resultants \(P\) and \(M\) matter.

The layer behind the tip is a plate under a compression \(P\) and a bending moment \(M\). Its second moment of area per unit width is \(H^3/12\), so its strain energy per unit length is
\[
w=\frac{1}{2E'}\left(\frac{P^2}{H}+\frac{12M^2}{H^3}\right).
\]
Let the crack advance by \(da\) with \(P\) and \(M\) fixed. The field around the tip moves along unchanged, and the strained plate becomes longer by \(da\). In a linear body the constant loads do work \(2w\,da\), of which \(w\,da\) is stored. The remainder is released, so the energy release rate \(G\) equals \(w\):
\[
E'G=\frac12\left(\frac{P^2}{H}+\frac{12M^2}{H^3}\right). \tag{1}
\]
The same energy is related to the stress intensities by \(E'G=K_I^2+K_{II}^2\). Equation (1) thus fixes the strength of the tip field but not its division into opening and shear. That division needs the full elastic problem.

### (b) Relate the tractions on the crack plane to the displacement jumps across it.

**Solution.** Let \(T=\sigma_{yy}\) and \(S=\sigma_{xy}\) on \(y=0\). Let \(\delta_y\) and \(\delta_x\) be the displacements of the upper face minus those of the lower face. Consider one Fourier component, proportional to \(e^{ikx}\), and write \(s=k/|k|\) and \(\kappa=|k|H\).

An Airy function \(U\) gives the stresses
\[
\sigma_{xx}=U_{yy},\qquad \sigma_{yy}=-k^2U,\qquad \sigma_{xy}=-ikU_y ,
\]
and compatibility requires \(U=(\text{const}+\text{const}\cdot y)\,e^{\pm|k|y}\). First ignore the free surface, and treat an infinite body.

*Opening.* By symmetry the shear vanishes on \(y=0\). For \(y>0\) this gives
\[
U=A(1+|k|y)e^{-|k|y},\qquad U_y=-Ak^2y\,e^{-|k|y},\qquad T_0=-k^2A .
\]
The plane-strain law is \(E'\varepsilon_{yy}=\sigma_{yy}-\nu'\sigma_{xx}\) with \(\nu'=\nu/(1-\nu)\). The displacement vanishes far above, so \(u_y(0^+)=-\int_0^\infty\varepsilon_{yy}\,dy\). The integral of \(\sigma_{xx}=U_{yy}\) is \(U_y(\infty)-U_y(0)=0\). The integral of \(\sigma_{yy}\) is
\[
T_0\int_0^\infty(1+|k|y)e^{-|k|y}dy=\frac{2T_0}{|k|}.
\]
Hence \(u_y(0^+)=-2T_0/(E'|k|)\). The lower face moves by the opposite amount, so \(\delta_y=2u_y(0^+)\) and
\[
T_0=-\frac{E'|k|}{4}\,\delta_y .
\]

*Sliding.* Now \(\sigma_{yy}=0\) on \(y=0\), and
\[
U=By\,e^{-|k|y},\qquad U_y=B(1-|k|y)e^{-|k|y},\qquad S_0=-ikB .
\]
At \(y=0^+\), \(\sigma_{xx}=-2|k|B\), and \(E'\varepsilon_{xx}=\sigma_{xx}\) because \(\sigma_{yy}=0\). Since \(\varepsilon_{xx}=iku_x\) and \(B=iS_0/k\), we get \(u_x(0^+)=-2S_0/(E'|k|)\). The lower face again moves oppositely, so
\[
S_0=-\frac{E'|k|}{4}\,\delta_x .
\]

*The free surface.* Add a smooth field that removes the tractions at \(y=H\). With \(d=H-y\), it is
\[
U^c=(a+bd)e^{-|k|d},\qquad U^c_y=\big[|k|(a+bd)-b\big]e^{-|k|d}.
\]
Both \(U+U^c\) and \(U_y+U_y^c\) must vanish at \(d=0\).

For opening, \(U(H)=A(1+\kappa)e^{-\kappa}\) and \(U_y(H)=-A|k|\kappa e^{-\kappa}\). The two conditions give
\[
a=-A(1+\kappa)e^{-\kappa},\qquad
b=|k|a-A|k|\kappa e^{-\kappa}=-A|k|(1+2\kappa)e^{-\kappa}.
\]
Therefore \(a+bH=-A(1+2\kappa+2\kappa^2)e^{-\kappa}\), and on \(y=0\)
\[
U^c=-A(1+2\kappa+2\kappa^2)e^{-2\kappa},\qquad
U^c_y=-2A|k|\kappa^2e^{-2\kappa}.
\]
With \(A=-T_0/k^2\), the added tractions are
\[
T^c=-(1+2\kappa+2\kappa^2)e^{-2\kappa}T_0,\qquad
S^c=-2is\kappa^2e^{-2\kappa}T_0 .
\]

For sliding, \(U(H)=BHe^{-\kappa}\) and \(U_y(H)=B(1-\kappa)e^{-\kappa}\). Hence
\[
a=-BHe^{-\kappa},\qquad b=|k|a+B(1-\kappa)e^{-\kappa}=B(1-2\kappa)e^{-\kappa},
\]
and \(a+bH=-2BH\kappa e^{-\kappa}\). On \(y=0\),
\[
U^c=-2BH\kappa e^{-2\kappa},\qquad
U^c_y=-B(1-2\kappa+2\kappa^2)e^{-2\kappa}.
\]
With \(B=iS_0/k\), this gives
\[
S^c=-(1-2\kappa+2\kappa^2)e^{-2\kappa}S_0,\qquad
T^c=2is\kappa^2e^{-2\kappa}S_0 .
\]

Collect the terms, using \(\xi=kH=s\kappa\):
\[
\binom{T}{S}=-\frac{E'|k|}{4}\,\mathbf Q\binom{\delta_y}{\delta_x},
\qquad
\mathbf Q=m_0\mathbf I-2\kappa e^{-2\kappa}\mathbf J, \tag{2}
\]
\[
m_0=1-(1+2\kappa^2)e^{-2\kappa},\qquad
\mathbf J=\begin{pmatrix}1&-i\xi\\ i\xi&-1\end{pmatrix}.
\]
The off-diagonal terms come from the free surface. They make an opened crack produce shear, and they fade as \(\kappa^2e^{-2\kappa}\) for wavelengths short compared with \(H\).

### (c) Split the kernel into factors that are analytic in opposite halves of the complex \(k\)-plane.

**Solution.** The traction is unknown ahead of the tip and the jump is unknown behind it. Their transforms are analytic in opposite half-planes, so the kernel must be split accordingly. Matrix factors do not commute in general, but this kernel has a helpful structure:
\[
\mathbf J^2=(1+\xi^2)\mathbf I .
\]
So \(\mathbf J\) has eigenvalues \(\pm\Delta\), with \(\Delta=\sqrt{1+\xi^2}\). The corresponding eigenvalues of \(\mathbf Q\) are
\[
\Lambda_{1}=m_0-2\kappa e^{-2\kappa}\Delta,\qquad
\Lambda_{2}=m_0+2\kappa e^{-2\kappa}\Delta .
\]
Their product is
\[
\begin{aligned}
\Lambda_1\Lambda_2&=m_0^2-4\kappa^2(1+\kappa^2)e^{-4\kappa}\\
&=1-2(1+2\kappa^2)e^{-2\kappa}+e^{-4\kappa}
=4e^{-2\kappa}(\sinh^2\kappa-\kappa^2).
\end{aligned}
\]
The second line uses \((1+2\kappa^2)^2-4\kappa^2-4\kappa^4=1\). The product is positive for \(\kappa>0\). So is \(m_0\), since \(e^{2\kappa}>1+2\kappa^2\), and therefore both eigenvalues are positive. We may write
\[
\mathbf Q=\exp(g\mathbf I+\varepsilon\mathbf J),\qquad
g=\tfrac12\ln(\Lambda_1\Lambda_2),\qquad
\varepsilon=\frac{1}{2\Delta}\ln\frac{\Lambda_1}{\Lambda_2}. \tag{3}
\]
On the two eigenvectors of \(\mathbf J\), the exponential equals \(e^{g\pm\varepsilon\Delta}\), which is \(\Lambda_1\) or \(\Lambda_2\).

From here on take \(H=1\), so that \(\xi=k\). The functions \(g\) and \(\varepsilon\) are even in \(k\). For an even function \(f\), define
\[
f_L(z)=\frac{iz}{\pi}\int_0^\infty\frac{f(t)}{t^2-z^2}\,dt\quad(\operatorname{Im}z<0),
\qquad f_U(z)=f_L(-z)\quad(\operatorname{Im}z>0).
\]
Pairing \(t\) with \(-t\) shows that these are the Cauchy integrals \(\mp\frac{1}{2\pi i}\int_{-\infty}^{\infty}\frac{f(t)}{t-z}dt\), with the upper sign for \(f_L\). When both approach the same real point, the two paths differ by a small circle around it, so \(f_L+f_U=f\) there.

Also \(|k|=(ik)^{1/2}(-ik)^{1/2}\), whose first factor is analytic in the lower half-plane and whose second is analytic in the upper. Thus
\[
|k|\mathbf Q=\mathbf F_L\mathbf F_U,\qquad
\mathbf F_L=(ik)^{1/2}\exp(g_L\mathbf I+\varepsilon_L\mathbf J), \tag{4}
\]
and \(\mathbf F_U\) has \((-ik)^{1/2}\), \(g_U\) and \(\varepsilon_U\). The factors commute because both contain the same \(\mathbf J\). The square root in \(\Delta\) adds no branch point, because
\[
\exp(\varepsilon_L\mathbf J)=\cosh(\Delta\varepsilon_L)\,\mathbf I+\frac{\sinh(\Delta\varepsilon_L)}{\Delta}\,\mathbf J
\]
is even in \(\Delta\).

Two limits are needed, both on the line \(k=-i\eta\) with \(\eta>0\). There \(ik=\eta\) and
\[
f_L=\frac{\eta}{\pi}\int_0^\infty\frac{f(t)}{t^2+\eta^2}dt .
\]

*Long waves.* For small \(\kappa\), \(\sinh^2\kappa-\kappa^2\approx\kappa^4/3\) and \(m_0\approx2\kappa\). Hence \(\Lambda_2\approx4\kappa\) and \(\Lambda_1\approx\kappa^3/3\). In (2) these give the stretching stiffness \(E'Hk^2\) and the bending stiffness \(E'H^3k^4/12\) of a plate, as they should. Equation (3) becomes
\[
g\approx2\ln\kappa+\tfrac12\ln\tfrac43,\qquad
\varepsilon\approx\ln\kappa-\tfrac12\ln12 .
\]
For \(f=\alpha\ln t+\beta\), put \(t=\eta\tan\theta\). Since \(\int_0^{\pi/2}\ln\tan\theta\,d\theta=0\), the result is \(f_L=\frac12(\alpha\ln\eta+\beta)\). The rest of \(f\) contributes terms that vanish as \(\eta\ln\eta\). Therefore
\[
e^{g_L}\to\eta\left(\tfrac43\right)^{1/4},\qquad
e^{\varepsilon_L}\to\eta^{1/2}\,12^{-1/4}\qquad(\eta\to0). \tag{5}
\]

*Short waves.* Both \(g\) and \(\varepsilon\) decay exponentially at large \(\kappa\), apart from powers of \(\kappa\). So as \(\eta\to\infty\), \(g_L\to0\) and
\[
\varepsilon_L\to-\frac{\varphi}{\eta},\qquad
\varphi=\frac1{2\pi}\int_0^\infty
\frac{\ln(\Lambda_2/\Lambda_1)}{\sqrt{1+\kappa^2}}\,d\kappa . \tag{6}
\]
The number \(\varphi\) is positive and contains no elastic constant.

## Second half: the tip, the depth and a real case

The lifted layer has thickness \(H=(1+\lambda)h\). It is pushed by \(P=\sigma h\) and bent by \(M=P\lambda h/2\) about its midplane. On the crack plane, \(T\) and \(S\) are the normal and shear tractions, and \(\delta_y,\delta_x\) are the jumps. Their transforms obey (2), whose kernel splits as \(|k|\mathbf Q=\mathbf F_L\mathbf F_U\) in (4). The matrix \(\mathbf J\) has rows \((1,-ik)\) and \((ik,-1)\) when \(H=1\), and \(\eta=ik\). The limits of the factor are (5) and (6), and (6) defines the angle \(\varphi\).

### (d) Use equilibrium to solve for the tractions ahead of the crack.

The film stress has been replaced by a push and a moment on the lifted layer, the energy release rate has been found, and the elastic kernel has been split into factors with known limits. It remains to solve for the tractions ahead of the crack, extract the opening and shear intensities at the tip, find the depth at which the shear vanishes, and apply the result to a real case.
